Saddles that look like minima: d¹ with a Dudarev term

**Problem**

One electron occupies a d shell, with five orbitals and two spin directions, so its states span ten dimensions. Its occupation matrix n is a 10×10 Hermitian matrix with non-negative eigenvalues and Tr n = 1. The model energy is

E[n] = Tr(hn) + (U/2) Tr(n − n²),  U > 0.

The second term is the Dudarev correction, written with the full matrix n, including the blocks that connect spin up with spin down. The one-electron part is

h = Δ P_e + ζ K,  K = L·S (ħ = 1),

where P_e projects on the two e_g orbitals, Δ > 0 is the octahedral splitting and ζ > 0 is the spin-orbit constant. The t2g orbitals define the zero of energy. The operator h is fixed: there is no feedback from the charge density, no hybridization and no orbital dependence of the interaction beyond the Dudarev term.

A pure state is n = P = |ψ><ψ|. The index of a stationary pure state is the number of independent real directions, within the set of pure states, along which the energy has negative curvature.

(a) For h = 0, what are the energies of pure and mixed states?

(b) Find the stationary pure states and their indices with the cubic field alone, and then with weak spin-orbit coupling added. Which of them are local minima?

(c) Take the round values U = 4 eV, Δ = 2 eV and ζ = 0.05 eV. A self-consistent calculation starts in the spin-orbit level just above the ground level, with an admixture of amplitude ε = 0.001 of a ground state. How many iterations does it need to leave, and would an energy criterion of 10⁻⁶ eV per step notice that it is leaving?

**First estimate by scaling**

Spin-orbit coupling splits the t2g states by an energy of order ζ. The Dudarev potential lowers the occupied orbital relative to the empty ones by U. In one iteration, the small energy ζ competes with this large self-made preference, so the admixture should grow by a fraction of order ζ/U = 0.0125. Growth from ε to order one then takes about

N ~ (U/ζ) ln(1/ε) = 80 × 6.9 ≈ 550 iterations.

An admixture ε lowers the energy by about ζε², and one iteration changes this by a fraction of order ζ/U. The first energy change is therefore about

ζε² (ζ/U) = 0.05 eV × 10⁻⁶ × 0.0125 ≈ 6 × 10⁻¹⁰ eV.

This is far below the criterion, so the start would be accepted as converged. Scaling does not tell us how many downhill directions there are, nor whether the excited state is a minimum or a saddle. Those questions need the full solution.

**Exact solution**

*The Dudarev term alone.* Let p_i be the eigenvalues of n. Since Σp_i = 1,

E_U = (U/2)(1 − Σp_i²).

Because 0 ≤ p_i ≤ 1, we have p_i² ≤ p_i and so Σp_i² ≤ 1. Equality requires every p_i to be 0 or 1, which with unit trace means a single p_i = 1. Every pure state therefore has E_U = 0, whatever its orbital shape and spin direction, and every mixed state lies higher. An equal mixture of two orthogonal states costs (U/2)(1 − 1/2) = U/4 = 1 eV.

This degeneracy needs the full matrix n. If the spin-off-diagonal blocks are dropped, a pure state with spin-up weight p has blocks with Tr n↑² = p² and Tr n↓² = (1−p)², and the energy becomes

(U/2)[1 − p² − (1−p)²] = U p(1−p).

An electron with its spin along x has p = 1/2 and would pay 1 eV, while the same orbital with its spin along z would pay nothing. That anisotropy comes from the truncation of n.

*Condition for a stationary pure state.* On pure states E = <ψ|h|ψ>, since the Dudarev term vanishes. Vary a normalized ψ by a vector η orthogonal to it and renormalize:

E = [<ψ|h|ψ> + 2 Re<η|hψ> + <η|h|η>] / (1 + <η|η>).

A component of η along ψ would change only the norm and phase, so it is left out. The remaining nine complex components give 18 real directions. The term linear in η must vanish for every η, and replacing η by iη shows that the imaginary part of <η|hψ> must vanish too. Hence hψ has no component orthogonal to ψ: the stationary pure states are the eigenvectors of h.

*The index.* Let ψ be an eigenvector k with energy e_k, and write η = Σ c_l |l> over the other eigenvectors. Then

E = (e_k + Σ|c_l|² e_l) / (1 + Σ|c_l|²)
 = e_k + Σ|c_l|² (e_l − e_k) / (1 + Σ|c_l|²).

With c_l = a_l + i b_l, the second derivative at the stationary point is 2(e_l − e_k) for both a_l and b_l. Each lower eigenstate thus supplies two downhill directions. For a level of degeneracy g with N_< states below it,

index = 2N_<,  flat directions = 2(g − 1).

The flat directions lead to other members of the same level, so a degenerate level is a continuous set of stationary states. For h = 0 all 18 directions are flat.

*Cubic field alone.* The levels are t2g with six states at 0 and e_g with four states at Δ:

t2g: index 0, 10 flat directions
e_g: index 12, 6 flat directions

*Levels with spin-orbit coupling.* For l = 2 and spin 1/2, K = [j(j+1) − 6 − 3/4]/2. This is 1 for j = 5/2 and −3/2 for j = 3/2. Hence (K − 1)(K + 3/2) = 0, or

K² = 3/2 − K/2.

The e_g orbitals are |m=0> and (|2> + |−2>)/√2. The operators Lx and Ly change m by one, which leads out of this pair. Lz annihilates the first orbital and turns the second into √2(|2> − |−2>), which is a multiple of a t2g orbital. Therefore K has no matrix elements within the e_g states.

Take an orthonormal set of four e_g spin-orbitals |e>. The vectors K|e> lie in the t2g space, and the identity for K² gives <e|K²|e'> = (3/2)δ. So |t> = √(2/3) K|e> defines four orthonormal t2g states, and

K|e> = √(3/2)|t>,
K|t> = √(2/3)(3/2 − K/2)|e> = √(3/2)|e> − (1/2)|t>.

Each pair (t, e) is closed under h, with the matrix

[ −ζ/2   √(3/2)ζ ]
[ √(3/2)ζ  Δ   ].

Its eigenvalues are the two fourfold levels, both called Γ8:

E± = ½[Δ − ζ/2 ± √((Δ + ζ/2)² + 6ζ²)].

Two t2g states remain. They are closed under K, so each has K = 1 or −3/2. The trace of K over all ten states is zero and the four pairs contribute 4 × (−1/2) = −2, so the two remaining values add up to 2. Both are 1. This twofold level, called Γ7, lies at energy ζ.

To order the levels, insert x = ζ in the characteristic polynomial of the pair:

q(x) = (x + ζ/2)(x − Δ) − 3ζ²/2,
q(ζ) = (3ζ/2)(ζ − Δ) − 3ζ²/2 = −3ζΔ/2.

This is negative for Δ > 0, so Γ7 lies between the two Γ8 levels for any positive ζ, weak or strong. For the given parameters the square root is √(2.025² + 0.015) = 2.0287 eV, and

lower Γ8: −0.0269 eV, index 0, 6 flat directions
Γ7: 0.0500 eV, index 8, 2 flat directions
upper Γ8: 2.0019 eV, index 12, 6 flat directions

If the sign of Δ is reversed, q(ζ) is positive and Γ7 lies outside the interval between the Γ8 levels. Their mean, (Δ − ζ/2)/2, is then negative, so Γ7 lies above both. The indices become 0 and 8 for the two Γ8 levels and 16 for Γ7.

Isolated stationary points appear once the remaining degeneracies are lifted. Adding an exchange term 0.01 eV × Sz and a tetragonal term 0.001 eV × (Lz² − 2) to h gives, by numerical diagonalization, ten distinct levels. Their indices are 0, 2, 4, …, 18, so one point is a minimum, one is a maximum and eight are saddles.

*Local minima.* Among pure states, the local minima are the members of the lowest level. Mixed states add none. If n has two nonzero eigenvalues p_i and p_j, change them to p_i + t and p_j − t. Then Tr n² changes by 2t(p_i − p_j) + 2t², so E is a function of t with second derivative −2U. Both signs of t are allowed, and a function with negative curvature has no minimum at an interior point.

The excited states can nevertheless appear stable. Transfer a fraction x of the electron from k to l without coherence, n = (1−x)P_k + xP_l. Since 1 − Tr n² = 2x(1−x),

E = (1−x)e_k + x e_l + U x(1−x).

The initial slope is U + e_l − e_k. From Γ7 to the lower Γ8 it is 4 − 0.0769 = 3.923 eV, steeply uphill. A coherent rotation ψ = cosθ|k> + sinθ|l> gives instead

E = e_k − δ sin²θ,  δ = e_k − e_l = 0.0769 eV,

which falls from the start with curvature −2δ = −0.154 eV. The state is stable against transfer of occupation and unstable against rotation of the orbital.

*The self-consistent iteration.* The derivative of E with respect to n is h + U(1/2 − n). Each iteration, taken here without mixing of old and new matrices, builds this operator from the current P and occupies its lowest eigenvector. With P = P_k, state k has energy e_k − U/2 and every other state l has e_l + U/2. State k therefore reproduces itself if U > e_k − e_min. The largest such difference is 2.029 eV, so at U = 4 eV all eigenstates of h are self-consistent, saddles included.

Now add a small amplitude ε of state l. To first order P gains ε(|l><k| + |k><l|), and the potential gains −U times this. First-order perturbation theory gives the new amplitude

ε' = −Uε / [(e_k − U/2) − (e_l + U/2)] = ε U/(U + e_l − e_k).

The factor exceeds one for a lower state l, equals one within the level and is below one for a higher state. For a lower Γ8 state admixed to Γ7 it is

G = U/(U − δ) = 4/3.923 = 1.0196.

To follow the whole escape, note that ψ stays in the plane of k and l. With the energy of l as zero, h − UP in this plane has diagonal elements δ − U cos²θ and −U sin²θ, and off-diagonal element −U sinθ cosθ. For a trial angle θ' its expectation value is, up to a constant,

½(δ − U cos2θ) cos2θ' − ½U sin2θ sin2θ'.

This is lowest when (cos2θ', sin2θ') is parallel to (U cos2θ − δ, U sin2θ). For δ ≪ U the angle 2θ thus advances by (δ/U) sin2θ per step. Since d ln(tanθ) = d(2θ)/sin2θ, tanθ grows by the nearly constant factor exp(δ/U) ≈ G all the way. Equal weights, tanθ = 1, are reached after about

N = ln(1/ε)/ln G = 6.908/0.0194 ≈ 356 steps.

Carrying out the iteration numerically, with the 10×10 matrix diagonalized at each step, the weight of Γ7 first falls below one half at step 357.

The first energy drop follows from E = e_k − δ sin²θ:

δε²(G² − 1) = 0.0769 eV × 10⁻⁶ × 0.0396 = 3.0 × 10⁻⁹ eV.

Later drops grow by G² per step. They reach 10⁻⁶ eV after ln(329)/(2 × 0.0194) ≈ 149 steps, and in the numerical run the first 150 drops are below the criterion. The criterion is met at the very first step, while the energy is still 0.077 eV above the minimum.

**Comparison**

Steps to leave: estimate 550, full solution 357
First energy drop: estimate 6 × 10⁻¹⁰ eV, full solution 3.0 × 10⁻⁹ eV

For ζ small compared with U and Δ, the estimate has the right dependence on U, ζ and ε. It gives too many steps because the gap is not ζ but, for ζ ≪ Δ, close to 3ζ/2; here δ/ζ = 1.54, and 550/1.54 ≈ 360. The energy drop contains the square of this ratio, 2.4, and a further factor of 2 because the energy depends on the square of the amplitude. Together these account for nearly all of the factor of five.

What the estimate could not supply is the character of the states. Γ7 has eight downhill directions and no barrier along them; its long life in the iteration comes from the small ratio δ/U. A larger U makes the escape slower without making the state a minimum. The upper Γ8 level shows the other regime: its gap of 2.029 eV is comparable to U, a lower-Γ8 admixture doubles at each step (factor 2.03), and the same seed would leave in about ten steps. For U below 2.029 eV that level would no longer reproduce itself.

Two practical consequences follow within this model. First, a start with exactly zero admixture of lower states does not leave a self-consistent saddle in exact arithmetic, so the orbital should be perturbed on purpose, and the energy followed for longer than (U/δ) ln(1/ε) iterations, where ε is the amplitude of the lower states in the perturbed orbital. That count marks only the halfway point, where the energy is still about δ/2 above the lower level, and a smaller perturbation needs a longer run. The count also assumes no mixing. If only a fraction α of the new matrix is mixed into the old one, a small admixture grows by 1 + α(G − 1) per step, and for δ ≪ U the escape takes about 1/α times as long. When several levels lie below the start, the run can pause again on an intermediate saddle, and the count must then be applied afresh with the δ and ε of that saddle. Secondly, the perturbation selects the final state. If the seed lies wholly in the lower Γ8 level, ψ stays in the plane of the starting state and the seed, and it ends in the seed state itself. For a general perturbation, the eigenvalue equation (h − UP)ψ' = λψ' gives ψ' proportional to (h − λ)⁻¹ψ. Each step therefore rescales the part of ψ in each level without turning it, and the run ends in the normalized lower-Γ8 part of the perturbation. Two runs with different random lower-Γ8 seeds reached the same energy, −0.0269 eV, but their final states had an overlap of magnitude only 0.39. Different occupation matrices at equal energy are here members of one degenerate ground level, not competing minima.
